# Mean Exit Time of a Tracer with Reversible Wall Adsorption: verification in Python

```python
"""
Result under test: for a dilute tracer carried by a steady flow Q through a
vessel of gas volume V and wall area S, with reversible linear adsorption,
    mean exit time = (V + integral of K dS) / Q = (V/Q) (1 + K S/V) if K uniform.
c      : gas concentration (per volume);  sigma : adsorbed amount (per area)
k_a    : adsorption velocity, k_d : desorption rate, K = k_a/k_d (a length)
wall   : d(sigma)/dt = k_a c - k_d sigma
Inlet  : tracer enters in proportion to the local flow, no back-diffusion.
Outlet : zero normal gradient.  Internal units: cm and s unless marked SI.
"""
import numpy as np
import scipy.sparse as sp
import sympy as sy
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.sparse.linalg import splu

# ---------- example parameters (round, rough typical values) ----------
radius, length = 2.0, 40.0              # cm
temperature = 400.0                     # K
pressure_torr = 1.0
flow_sccm = 500.0
diffusion = 300.0                       # cm2/s at this pressure
tracer_mass_u, carrier_mass_u = 18.0, 28.0
sticking, binding_ev, attempt_rate = 0.1, 0.78, 1e13
viscosity = 2.2e-5                      # Pa s
site_density = 1e15                     # per cm2
tracer_torr = 1e-4

volume = np.pi * radius**2 * length
area = 2 * np.pi * radius * length
pressure_si = pressure_torr * const.torr
flow = (flow_sccm / 60) * (const.atm / pressure_si) \
    * temperature / const.zero_Celsius
speed = flow / (np.pi * radius**2)
kt = const.k * temperature
tracer_mass = tracer_mass_u * const.atomic_mass
thermal_speed = 100 * np.sqrt(8 * kt / (np.pi * tracer_mass))
k_ads = sticking * thermal_speed / 4


def desorption_rate(wall_temperature):
    return attempt_rate * np.exp(-binding_ev * const.e
                                 / (const.k * wall_temperature))


k_des = desorption_rate(temperature)
K = k_ads / k_des
factor = 1 + K * area / volume
gas_time = flow and volume / flow
predicted = gas_time * factor

# ---------- wall collision flux from the Maxwell distribution ----------
# velocity in units of sqrt(kT/m); one-sided flux per unit concentration
one_sided = quad(lambda v: v * np.exp(-v*v/2) / np.sqrt(2*np.pi), 0, 12)[0]
flux_velocity = 100 * one_sided * np.sqrt(kt / tracer_mass)
assert abs(flux_velocity / (thermal_speed / 4) - 1) < 1e-8

# ---------- energy identity used for uniqueness, on a trial field ----------
x, y = sy.symbols("x y")
d_sym = sy.Rational(3, 7)
u_sym = y * (1 - y)
w = 1 + x**2 * y - 2 * x * y**2 + y**3


def square(expr):
    return sy.integrate(sy.expand(expr), (x, 0, 1), (y, 0, 1))


wx, wy = sy.diff(w, x), sy.diff(w, y)
left = square(w * (sy.diff(u_sym*w - d_sym*wx, x) - d_sym*sy.diff(wy, y)))
ends = sy.expand(u_sym * w**2 / 2 - d_sym * w * wx)
sides = sy.expand(-d_sym * w * wy)
right = (sy.integrate(ends.subs(x, 1) - ends.subs(x, 0), (y, 0, 1))
         + sy.integrate(sides.subs(y, 1) - sides.subs(y, 0), (x, 0, 1))
         + square(d_sym * (wx**2 + wy**2)))
assert sy.simplify(left - right) == 0

# ---------- axisymmetric finite-volume model of the tube ----------
n_x, n_r = 160, 12
dx, dr = length / n_x, radius / n_r
edges = np.linspace(0, radius, n_r + 1)
ring_area = np.pi * np.diff(edges**2)
ring_flow = flow * np.diff(2*(edges/radius)**2 - (edges/radius)**4)
cell_volume = ring_area * dx
n_gas = n_x * n_r
size = n_gas + n_x
index = np.arange(n_gas).reshape(n_x, n_r)
wall_index = n_gas + np.arange(n_x)
wall_patch = 2 * np.pi * radius * dx
exit_row = np.zeros(size)
exit_row[index[-1]] = ring_flow / cell_volume


def build(k_a, k_d, k_loss=0.0):
    """Rate matrix for the amounts in gas cells and on wall patches."""
    rows, cols, vals = [], [], []

    def move(source, target, rate):
        source, target = np.ravel(source), np.ravel(target)
        rate = np.ravel(rate) * np.ones(source.size)
        rows.extend([target, source])
        cols.extend([source, source])
        vals.extend([rate, -rate])

    spread = diffusion * ring_area / dx
    ones = np.ones((n_x - 1, 1))
    move(index[:-1], index[1:], ones * (spread + ring_flow/2) / cell_volume)
    move(index[1:], index[:-1], ones * (spread - ring_flow/2) / cell_volume)
    for i in range(n_r - 1):
        exchange = diffusion * 2*np.pi*edges[i+1] * dx / dr
        move(index[:, i], index[:, i+1], exchange / cell_volume[i])
        move(index[:, i+1], index[:, i], exchange / cell_volume[i+1])
    # diffusion across the last half cell acts in series with the wall
    series = 1 + k_a * dr / (2 * diffusion)
    move(index[:, -1], wall_index, k_a*wall_patch/(series*cell_volume[-1]))
    move(wall_index, index[:, -1], k_d / series)
    rows.extend([index[-1], wall_index])
    cols.extend([index[-1], wall_index])
    vals.extend([-ring_flow / cell_volume, -k_loss * np.ones(n_x)])
    return sp.csc_matrix((np.concatenate(vals),
                          (np.concatenate(rows), np.concatenate(cols))),
                         shape=(size, size))


pulse = np.zeros(size)
pulse[index[0]] = ring_flow / flow       # unit amount, flow-weighted


def exit_moments(matrix, start):
    """Exit fraction, mean and standard deviation; time-integrated amounts."""
    solver = splu(-matrix)
    first = solver.solve(start)
    second = solver.solve(first)
    third = solver.solve(second)
    fraction = exit_row @ first
    mean = exit_row @ second / fraction
    variance = 2 * (exit_row @ third) / fraction - mean**2
    return fraction, mean, np.sqrt(variance), first


matrix = build(k_ads, k_des)
fraction, mean, spread_time, integrated = exit_moments(matrix, pulse)
_, mean_bare, spread_bare, _ = exit_moments(build(0.0, 1.0), pulse)
assert abs(fraction - 1) < 1e-8
assert abs(mean / mean_bare / factor - 1) < 1e-7
assert abs(mean / predicted - 1) < 1e-7
# time-integrated concentration is uniform; the wall carries K times it
uniform = integrated[:n_gas].reshape(n_x, n_r) / cell_volume * flow
assert np.max(np.abs(uniform - 1)) < 1e-7
assert np.max(np.abs(integrated[n_gas:]/wall_patch*flow/K - 1)) < 1e-7

# ---------- the same mean from the exit signal followed in time ----------
dt, steps = 2.5e-4, 4000
identity = sp.identity(size, format="csc")
stepper = splu((identity - dt/2 * matrix).tocsc())
forward = (identity + dt/2 * matrix).tocsr()
amount = pulse.copy()
signal = np.zeros(steps + 1)
for step in range(1, steps + 1):
    amount = stepper.solve(forward @ amount)
    signal[step] = exit_row @ amount
times = dt * np.arange(steps + 1)
signal_total = dt * signal.sum()
signal_mean = dt * (times * signal).sum() / signal_total
assert abs(signal_total - 1) < 1e-5
assert abs(signal_mean / predicted - 1) < 1e-4

# ---------- slow kinetics at equal K: same mean, wider spread ----------
slowing = 100.0
_, mean_slow, spread_slow, _ = exit_moments(
    build(k_ads / slowing, k_des / slowing), pulse)
assert abs(mean_slow / predicted - 1) < 1e-7
assert spread_slow > 1.5 * spread_time

# ---------- nonuniform K: wall 10 K colder at inlet, 10 K hotter at exit ----
half_span = 10.0


def wall_temp(position):
    return temperature + half_span * (2 * position / length - 1)


centres = (np.arange(n_x) + 0.5) * dx
_, mean_gradient, _, _ = exit_moments(
    build(k_ads, desorption_rate(wall_temp(centres))), pulse)
K_integral = 2 * np.pi * radius * quad(
    lambda z: k_ads / desorption_rate(wall_temp(z)), 0, length)[0]
assert abs(mean_gradient * flow / (volume + K_integral) - 1) < 1e-4
cold_time = (volume + area*k_ads/desorption_rate(temperature-half_span))/flow
hot_time = (volume + area*k_ads/desorption_rate(temperature+half_span))/flow

# ---------- injection on the axis only: the factor no longer holds ----------
axis_pulse = np.zeros(size)
axis_pulse[index[0, 0]] = 1.0
_, axis_mean, _, _ = exit_moments(matrix, axis_pulse)
_, axis_bare, _, _ = exit_moments(build(0.0, 1.0), axis_pulse)
axis_factor = axis_mean / axis_bare
assert abs(axis_factor / factor - 1) > 0.003

# ---------- adsorption count, and permanent loss ----------
adsorptions = k_ads * area / flow


def with_loss(probability):
    k_loss = k_des * probability / (1 - probability)
    return exit_moments(build(k_ads, k_des, k_loss), pulse)


tiny = 1e-6
counted = (1 - with_loss(tiny)[0]) / tiny
assert abs(counted / adsorptions - 1) < 1e-3
loss_probability = 0.01
survivors, survivor_mean, _, _ = with_loss(loss_probability)
assert survivor_mean < 0.99 * predicted

# ---------- continuous plug-flow model in the Laplace domain ----------
mp.mp.dps = 40


def plug_exit(s, open_inlet):
    """Laplace transform of the exit signal after a unit pulse at x = 0."""
    u, d, ell = mp.mpf(speed), mp.mpf(diffusion), mp.mpf(length)
    sink = s * (1 + mp.mpf(K*area/volume) / (1 + s / mp.mpf(k_des)))
    root = mp.sqrt(u*u + 4*d*sink)
    grow, decay = (u + root) / (2*d), (u - root) / (2*d)
    small = mp.exp(-grow * ell)
    upstream = grow * d if open_inlet else u
    system = mp.matrix([[(upstream - d*grow)*small, upstream - d*decay],
                        [grow, decay * mp.exp(decay*ell)]])
    coeff = mp.lu_solve(system, mp.matrix([u, 0]))
    return coeff[0] + coeff[1] * mp.exp(decay * ell)


def plug_mean(open_inlet):
    h = mp.mpf("1e-8")
    return float(-(plug_exit(h, open_inlet)
                   - plug_exit(-h, open_inlet)) / (2*h))


closed_mean, open_mean = plug_mean(False), plug_mean(True)
back_diffusion = diffusion / (speed * length)
assert abs(closed_mean / predicted - 1) < 1e-8
assert abs(open_mean / (predicted * (1 + back_diffusion)) - 1) < 1e-8

# ---------- sizes of further neglected effects ----------
tracer_density = tracer_torr * const.torr / kt * 1e-6      # per cm3
filling = K * tracer_density / site_density
pressure_drop = 8*viscosity*(length/100)*(speed/100)/(radius/100)**2
carrier_mass = carrier_mass_u * const.atomic_mass
free_path = 100*viscosity/pressure_si*np.sqrt(np.pi*kt/(2*carrier_mass))
reynolds = (pressure_si*carrier_mass/kt)*(speed/100)*(2*radius/100)/viscosity
assert filling < 0.05 and pressure_drop / pressure_si < 0.05


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("tube radius", radius, "cm")
show("tube length", length, "cm")
show("temperature", temperature, "K")
show("pressure", pressure_torr, "Torr")
show("carrier flow", flow_sccm, "sccm")
show("diffusion coefficient", diffusion, "cm2/s")
show("tracer mass", tracer_mass_u, "u")
show("sticking probability", sticking)
show("binding energy", binding_ev, "eV")
show("attempt rate", attempt_rate, "1/s")
show("gas volume V", volume, "cm3")
show("wall area S", area, "cm2")
show("volume flow Q", flow, "cm3/s")
show("mean gas speed", speed, "cm/s")
show("thermal speed of tracer", thermal_speed, "cm/s")
show("adsorption velocity k_a", k_ads, "cm/s")
show("stay per adsorption 1/k_d", 1e3 / k_des, "ms")
show("equilibrium constant K", K, "cm")
show("factor 1+KS/V", factor)
show("gas-only time V/Q", 1e3 * gas_time, "ms")
show("added wall time KS/Q", 1e3 * K * area / flow, "ms")
show("mean exit time, formula", 1e3 * predicted, "ms", 6)
show("mean exit time, signal in time", 1e3 * signal_mean, "ms", 6)
show("mean exit time, plug-flow model", 1e3 * closed_mean, "ms", 6)
show("adsorptions per molecule, k_a S/Q", adsorptions)
show("adsorptions per molecule, from tiny loss", counted)
show("standard deviation, no adsorption", 1e3 * spread_bare, "ms", 3)
show("standard deviation, with adsorption", 1e3 * spread_time, "ms", 3)
show("slowing of both wall rates", slowing)
show("mean exit time, slowed rates", 1e3 * mean_slow, "ms", 6)
show("standard deviation, slowed rates", 1e3 * spread_slow, "ms", 3)
show("factor for injection near axis only", axis_factor)
show("wall temperature change", half_span, "K")
show("mean exit time, whole wall colder", 1e3 * cold_time, "ms")
show("mean exit time, whole wall hotter", 1e3 * hot_time, "ms")
show("mean exit time, cold-to-hot gradient", 1e3 * mean_gradient, "ms")
show("loss probability per adsorption", loss_probability)
show("fraction that still exits", survivors, "", 3)
show("mean exit time of survivors", 1e3 * survivor_mean, "ms")
show("open-inlet increase D/(uL)", 100 * back_diffusion, "%", 3)
show("tracer partial pressure", tracer_torr, "Torr")
show("adsorption site density", site_density, "1/cm2")
show("site filling K c/n_sites", 100 * filling, "%", 2)
show("carrier mass", carrier_mass_u, "u")
show("carrier viscosity", viscosity, "Pa s")
show("pressure drop / pressure", 100*pressure_drop/pressure_si, "%", 2)
show("mean free path / radius", 100 * free_path / radius, "%", 2)
show("Reynolds number", reynolds, "", 2)
print("all tests passed")
```

Running it gives:

```
tube radius: 2 cm
tube length: 40 cm
temperature: 400 K
pressure: 1 Torr
carrier flow: 500 sccm
diffusion coefficient: 300 cm2/s
tracer mass: 18 u
sticking probability: 0.1
binding energy: 0.78 eV
attempt rate: 1e+13 1/s
gas volume V: 502.7 cm3
wall area S: 502.7 cm2
volume flow Q: 9275 cm3/s
mean gas speed: 738 cm/s
thermal speed of tracer: 6.859e+04 cm/s
adsorption velocity k_a: 1715 cm/s
stay per adsorption 1/k_d: 0.6723 ms
equilibrium constant K: 1.153 cm
factor 1+KS/V: 2.153
gas-only time V/Q: 54.2 ms
added wall time KS/Q: 62.48 ms
mean exit time, formula: 116.681 ms
mean exit time, signal in time: 116.681 ms
mean exit time, plug-flow model: 116.681 ms
adsorptions per molecule, k_a S/Q: 92.94
adsorptions per molecule, from tiny loss: 92.93
standard deviation, no adsorption: 9.43 ms
standard deviation, with adsorption: 32.1 ms
slowing of both wall rates: 100
mean exit time, slowed rates: 116.681 ms
standard deviation, slowed rates: 96.7 ms
factor for injection near axis only: 2.129
wall temperature change: 10 K
mean exit time, whole wall colder: 165.8 ms
mean exit time, whole wall hotter: 90.18 ms
mean exit time, cold-to-hot gradient: 120.4 ms
loss probability per adsorption: 0.01
fraction that still exits: 0.417
mean exit time of survivors: 106.2 ms
open-inlet increase D/(uL): 1.02 %
tracer partial pressure: 0.0001 Torr
adsorption site density: 1e+15 1/cm2
site filling K c/n_sites: 0.28 %
carrier mass: 28 u
carrier viscosity: 2.2e-05 Pa s
pressure drop / pressure: 0.97 %
mean free path / radius: 0.36 %
Reynolds number: 15
all tests passed
```
